Why an Amorphous Film Follows the Tauc Absorption Law

**Scaling argument**

Near the absorption edge of an amorphous film, the imaginary permittivity ε₂ at photon energy E = ħω is fixed in form by two scalings. First, light couples to electron momentum through the vector potential, whose amplitude is the electric field divided by ω. For a given field the transition rate therefore carries 1/ω², and so does ε₂ if the momentum matrix element is constant. Second, if any filled state can couple to any empty one, the rate counts all pairs of states separated by E. Let the densities of states rise as the square root of the distance from each band edge. Each density depends only on the distance from its own edge, so the count depends on energy only through the excess x = E − E_g above the gap E_g. The power laws contain no energy scale of their own, so the count is itself a power of x. Each density supplies x^(1/2) and the integral over the division of x between electron and hole supplies one more power. Hence

ε₂(E) = A (E − E_g)²/E² for E > E_g.   (1)

Scaling leaves the dimensionless constant A undetermined, and it takes for granted that wavevector conservation is relaxed and that the mean squared matrix element is constant.

**Absorption by independent electrons**

SI equations are used. Electrons are independent, the valence band is full, the conduction band is empty, and the field inside the film is taken as uniform. Let the vector potential along the field be a(t) = a₀ cos ωt. The electric field is −da/dt, with amplitude F₀ = ωa₀. For an electron of charge −e and free mass m, the kinetic energy (p + ea)²/2m contains the linear coupling

H′ = (e/m) a₀ p cos ωt,   (2)

where p is the momentum component along the field. The term in a² is uniform in space and causes no transitions. Half of the cosine drives absorption, so the golden rule gives, for one pair of states v and c,

W = (2π/ħ)(ea₀/2m)² |p_cv|² δ(E_c − E_v − ħω).   (3)

Each transition removes ħω. In a volume V the mean absorbed power is also ½ε₀ε₂ωF₀²V, which defines ε₂ through the dissipated energy. Equating the two, with F₀ = ωa₀,

ħω ΣW = ½ε₀ε₂ω³a₀²V,

ε₂ = 2ħ ΣW/(ε₀ω²a₀²V)
  = [πe²/(ε₀m²ω²V)] Σ |p_cv|² δ(E_c − E_v − ħω).   (4)

The sum includes spin.

The prefactor can be checked on one electron in a harmonic well of frequency ω₀. From the ground state |p_cv|² = mħω₀/2, and (4) gives ∫ωε₂dω = πe²/(2ε₀mV). Numerical integration of the classical damped-oscillator response, with damping 0.2 and ω₀ = 1.7 in reduced units, gives the same value.

**What relaxed wavevector conservation means**

Divide the film into N = V/Ω cells, each large enough that the amplitudes of a state in different cells can be taken as uncorrelated. Let a cell have n_v valence and n_c conduction orbitals, and expand

|v⟩ = Σ u_jα |j,α⟩,  |c⟩ = Σ w_jβ |j,β⟩,   (5)

with j numbering cells. Assume that p connects orbitals of the same cell, with elements P_jβα. Then

p_cv = Σ w*_jβ P_jβα u_jα.   (6)

Now assume that the coefficients of v and c are independent of each other, and that coefficients at different cells or orbitals are uncorrelated. If all cells and all orbitals of a band carry equal weight on average, normalization gives mean squares ⟨|u_jα|²⟩ = 1/(Nn_v) and ⟨|w_jβ|²⟩ = 1/(Nn_c). On squaring (6) and averaging, the cross terms vanish:

⟨|p_cv|²⟩ = Σ |P_jβα|²/(N²n_vn_c) = P²/N = P²Ω/V.   (7)

Here P² is the mean of |P_jβα|² over cells and orbital pairs. The sum has Nn_vn_c terms, which is why one factor of N survives. Only the product P²Ω has meaning. Merging two such cells doubles Ω but halves P², because p has no elements between them. Ω acts as a phase-correlation volume only if the amplitudes inside a cell are locked together, so that the cell contributes one orbital per band. "Constant matrix element" thus means constant in energy. The squared element must fall as 1/V: the number of pairs grows as V², and (4) divides by V once, so any other dependence would make ε₂ depend on the size of the sample.

A crystal with one orbital per band and cell shows the contrast. Its coefficients are plane waves, and (6) gives |p_cv|² = P² for equal wavevectors and zero otherwise. Averaged over the N possible partners this is again P²/N. Disorder spreads the same strength over many final states. If both crystal edges lie at the same wavevector, the pair energy is E_g + ħ²k²/2m_r, with 1/m_r the sum of the inverse band masses. One then counts states in a single k-space, so that

ε₂(crystal) ∝ (E − E_g)^(1/2)/E².   (8)

The change of power from 1/2 to 2 is the effect of replacing one partner by all of them.

**The joint density of states**

Let g_v and g_c be densities of states per spin and per volume. Momentum conserves spin, so the sum in (4) is twice a sum over orbital pairs. With (7),

ε₂ = [πe²/(ε₀m²ω²V)] · 2 · (P²Ω/V) · V² J(E)
  = [2πe²P²Ω/(ε₀m²ω²)] J(E),   (9)

J(E) = ∫ g_v(E′) g_c(E′ + E) dE′.   (10)

For parabolic edges write g = G√s, where s is the distance from the edge into the band. It is convenient to express G by a mass. Free particles of mass m* with energy below s fill a sphere of radius k = (2m*s/ħ²)^(1/2), which holds k³/(6π²) states per spin and volume. Differentiating with respect to s,

g = (3/2)(2m*/ħ²)^(3/2) s^(1/2)/(6π²),

G = (2m*/ħ²)^(3/2)/(4π²).   (11)

In a film without good wavevectors, m* is a label for the density of states. It need not be the mass that governs transport.

Let the valence state lie a distance s below its edge. The conduction state then lies x − s above its own, and both distances must be positive:

J = G_vG_c ∫₀ˣ √s √(x − s) ds.   (12)

Put s = x sin²θ, so that ds = 2x sinθ cosθ dθ and the product of roots is x sinθ cosθ. Then

J = 2x²G_vG_c ∫₀^(π/2) sin²θ cos²θ dθ
 = (x²/2)G_vG_c ∫₀^(π/2) sin²2θ dθ
 = (π/8)G_vG_c x².   (13)

The last integral is π/4. Other edges give other powers: if the densities rise as s^a and s^b, the scaling of (12) gives x^(a+b+1). Two linear edges would yield a cubic law.

**The constant A**

Define the energy E_P = 2P²/m and the shorthand K = ħ²/m. With P² = mE_P/2 and ω = E/ħ, the prefactor of (9) is

2πe²P²Ω/(ε₀m²ω²) = π(e²/ε₀)K E_PΩ/E².   (14)

Let μ_v and μ_c be the density-of-states masses in units of m. From (11),

G_vG_c = (4μ_vμ_c)^(3/2)/(16π⁴K³) = (μ_vμ_c)^(3/2)/(2π⁴K³).   (15)

Multiplying (13) by (14) and inserting (15) gives equation (1) with

A = (π²/8)(e²/ε₀)K E_PΩ G_vG_c
 = (e²/ε₀)E_PΩ(μ_vμ_c)^(3/2)/(16π²K²).   (16)

In this model ε₂ = 0 below E_g. Just above the gap it rises as Ax²/E_g². An optical spectrum that follows (1) determines A and E_g, but cannot separate E_P, Ω and the masses.

**Counting pairs explicitly**

The powers can be tested by direct sums. Take 600 levels in each band, spaced to give a square-root density, and random orthogonal eigenvectors. The strength of all pairs with excess energy below X should grow as X³, the integral of x². Between X = 0.4 and 0.8 of the band width the computed power is 3.02, and the strength at 0.8 is 0.99 times the formula. Pairing each level with its equal-numbered partner gives 1.49, against the 3/2 expected from integrating the square root. Random vectors build in the assumption behind (7), so this tests the counting and the factor 1/N, not whether disorder really produces random phases.

That question was put to a cubic lattice of 512 sites with one orbital per site in each band and independent site disorder in the two bands. The mean squared coupling between the 27 states nearest each edge, divided by the random-phase value, is 512/27 = 19.0 without disorder, a value set by the size of the group. Averaged over four disorder samples and over relative shifts of the two bands' samples, it falls to about 8 when the site energies are spread over 8 hopping energies, and to a little under 3 for a spread of 16. Wavevector selection does weaken, but a preference survives at the edge. For the next 54 states of each band the ratio at the largest spread is 1.4. At that spread the mean squared element therefore differs by about a factor of two between the two groups. It keeps rising toward the edge, to about 5 for the lowest third of the edge group. These figures hold for independent disorder in the two bands. If instead the disorder moves the two edges symmetrically, so that only the local gap varies, electron and hole in this model have identical envelopes and the ratio stays at 19.0 for any spread. An electrostatic potential that shifts both band edges together draws electrons and holes to different places, which can weaken their coupling.

The lattice also shows a tension between the assumptions. The larger spread exceeds the clean band width of 12 hoppings, so the clean lattice no longer justifies square-root edges. They are a separate assumption about the film.

**From permittivity to the Tauc plot**

Let n be the refractive index and κ the extinction coefficient. Since ε₂ = 2nκ and the intensity absorption coefficient is α = 2ωκ/c,

α = Eε₂/(nħc).   (17)

Combining this with (1),

E√ε₂ = √A (E − E_g),  √(αnE) = √(A/ħc) (E − E_g).   (18)

Either left-hand side plotted against E is a straight line that meets the axis at E_g. If n varies over the fitted range, n(E) belongs in the second form.

A straight plot does not prove that a film is amorphous. In a crystal with an indirect gap, a phonon can supply the missing wavevector. If that coupling is constant, the integral (12) returns for each process, with the edge raised by the phonon energy when a phonon is emitted and lowered by it when one is absorbed.

**A film in numbers**

Take E_g = 3.3 eV, μ_v = 3, μ_c = 2, E_P = 5 eV, Ω = 0.03 nm³, n = 2.5 and a thickness of 20 nm. With e²/ε₀ = 18.095 eV nm and K = 0.0762 eV nm², equation (16) gives

A = 18.095 × 5 × 0.03 × 6^(3/2)/(16π² × 0.0762²) = 43.5.

At 4.3 eV the excess is 1.0 eV, and

ε₂ = 43.5 × 1.0²/4.3² = 2.35,

α = 4.3 × 2.35/(2.5 × 197.3) = 0.0205 nm⁻¹ = 2.05 × 10⁵ cm⁻¹.

The absorption depth 1/α is 49 nm. One pass through the film absorbs 1 − exp(−20/48.8) = 34 % of the light that enters, with reflections left out. At 3.5 eV, 0.2 eV above the gap, the law with sharp edges gives α = 1.0 × 10⁴ cm⁻¹, some twenty times smaller; tail states would raise this value. A film this thin is thus a poor sample for transmission measurements close to its gap.

These parameters lie in the rough regime of amorphous titania grown by atomic layer deposition. A gap a little above 3 eV and a visible index near 2.5 are typical rough values, and Ω is of the order of the volume of one formula unit. The masses and E_P are model choices, so the computed ε₂ is not a prediction for a particular film. The index of a real film also varies near the absorption edge. At fixed ε₂, an index of 3.0 would lower α by a factor 2.5/3.0, or 17 %. Real films also break the assumption of sharp edges, with the effect estimated next.

**Where the law bends**

Disorder leaves states inside the gap. Continue each square-root edge smoothly into an exponential tail, with decay energies of 0.10 eV for the valence band and 0.05 eV for the conduction band, and keep G_v and G_c fixed. At 3.3 eV, where (1) gives zero, ε₂ is now 0.05. A straight-line fit of E√ε₂ between 3.8 and 4.8 eV gives a gap of 3.26 eV, about 0.04 eV below the value put in. The Tauc gap is therefore a parameter of an extrapolation, not an energy below which states are absent.

Bands also end. Replace √s by √[s(1 − s/B)] in both bands, with width B. To first order the two corrections multiply the integrand of (12) by

1 − s/(2B) − (x − s)/(2B) = 1 − x/(2B).   (19)

For B = 5 eV and x = 1 eV this is 0.90, in agreement with the full integral. The loss grows with x and bends the Tauc line downward. The bend is easy to miss on a plot, but it lowers the fitted gap: to first order, the tangent at excess x meets the axis x²/(4B) below E_g, which is 0.05 eV for x = 1 eV; the full integral gives 0.06 eV.

For fits between 3.8 and 4.8 eV, the choice of constant matrix element matters more for the quoted gap. For a local potential [r, H] = iħp/m, where r is position along the field. Taking the element between c and v gives

|p_cv| = m(E_c − E_v)|r_cv|/ħ = mω|r_cv|.   (20)

If |r_cv|² rather than |p_cv|² has a constant mean, the factor ω² cancels the 1/ω² in (4), and ε₂ ∝ (E − E_g)². One would then plot √ε₂. Applied to a spectrum that obeys (1), this ordinate is √A(1 − E_g/E), which is curved. Its tangent at energy E meets the axis at

E − (1 − E_g/E)E²/E_g = 2E − E²/E_g,   (21)

which is 3.00 eV for E = 4.3 eV. A line fitted from 3.8 to 4.8 eV gives 3.03 eV, or 0.27 eV below the true parameter. Gaps obtained from the two plots should not be compared without allowing for this difference.

Temperature shifts the edge. With an assumed coefficient of −0.5 meV/K, warming by 100 K lowers the gap by 50 meV. At a fixed photon energy of 4.3 eV, and with A held fixed, ε₂ rises by the factor 1.05² = 1.10. Confinement across 20 nm is negligible by comparison. If the masses are used as transport masses, the standing-wave energy is (π²K/2d²)(1/μ_v + 1/μ_c) = 0.8 meV, where d is the thickness.

Electron-hole attraction is less easily dismissed. At a separation of 1 nm, screened by n², it is 0.23 eV, a sizeable part of the 1 eV excess. If it lowered every pair energy by that amount, ε₂ at 4.3 eV would rise by 1.23², about 1.5 times. The separation of 1 nm is only illustrative. With the masses above used as transport masses and the same screening, a hydrogen-like pair is bound by 0.42 eV at a mean separation of 0.4 nm. That is about the size of a cell, where continuum screening is doubtful. Ionic screening works the other way: a permittivity of 30 would cut the binding to 0.02 eV. A fitted gap would absorb such a rigid shift. The attraction can also change the shape of the spectrum, which this estimate does not address.

Finally, (1) cannot hold far above the gap, since it rises steadily toward A. At high frequency the electrons respond as free particles, with ε₁ → 1 − n_e e²/(ε₀mω²) for electron density n_e. Comparing this with the high-frequency limit of the Kramers-Kronig relation gives

∫₀^∞ Eε₂ dE = (π/2)(e²/ε₀)K n_e.   (22)

For a rough valence density of 500 nm⁻³, and with core absorption left aside, the law would use up this whole strength by about 12 eV. It must fail by then at the latest, and by (19), with B = 5 eV, it is already about 11 % too high at 1 eV above the gap. The fitting range is thus limited from below by tails and from above by band shape, and a quoted Tauc gap needs its range stated. The numerical output below lists the values used here.

Computed results

```
INPUTS (round model values)
gap = 3.30 eV
valence, conduction DOS masses = 3.0, 2.0 m
EP = 5.0 eV; Omega = 0.030 nm^3
refractive index = 2.50; thickness = 20 nm
CONSTANTS AND PREFACTOR
e^2/eps0 = 18.0951 eV nm
hbar^2/m = 0.07620 eV nm^2
hbar c = 197.33 eV nm
G_v = 17.699 eV^-1.5 nm^-3 per spin
G_c = 9.634 eV^-1.5 nm^-3 per spin
A = 43.51 (dimensionless); sqrt(A) = 6.596
SPECTRUM: E (eV), eps2, alpha (1/cm), E sqrt(eps2) (eV)
3.5  0.1421  1.008e+04  1.319
3.8  0.7532  5.802e+04  3.298
4.3  2.3530  2.051e+05  6.596
4.8  4.2487  4.134e+05  9.894
absorption depth at 4.3 eV = 48.8 nm
single-pass absorbed share, no reflection = 33.6 %
TESTS OF THE SELECTION RULE
integrated pair-sum power, random states = 3.016
integrated pair-sum power, vertical = 1.493
pair sum / formula, random = 0.9925
edge coupling / random-phase value, 512-site lattice:
  disorder width 0 hoppings: 18.96
  disorder width 8 hoppings: 7.56
  disorder width 16 hoppings: 2.92
  width 16, next 54 states of each band: 1.43
NEGLECTED EFFECTS
tail energies = 0.10, 0.05 eV
fit window = 3.8 to 4.8 eV
Tauc gap fitted with tails = 3.257 eV
eps2 at the gap with tails = 0.0500
constant-dipole fit to same law: gap = 3.030 eV
band width 5 eV: eps2(4.3 eV) ratio = 0.899
gap slope = -0.5 meV/K; warming = 100 K
gap shift = -50 meV; eps2(4.3 eV) ratio = 1.103
confinement across film = 0.78 meV
electron-hole attraction at 1 nm = 0.230 eV
valence electron density = 500 nm^-3
sum rule exhausted at E = 12.3 eV
```
